# Ambipolar diffusion between coaxial cylinders and across a planar gap: test program

```python
# Result under test: ambipolar diffusion between absorbing coaxial cylinders
# of radii a and b = 2a has lowest radial wavenumber k = 3.123/a, slightly
# below pi/a for a planar gap of width a. Steady state: nu = D_a k^2.
# n: plasma density, nu: ionization frequency, D_a: ambipolar coefficient.
# Example units: cm, s, eV, V; temperatures in eV also serve as volts.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j0, j1, y0, y1

pi = np.pi


def determinant(k, inner, outer):
    return j0(k*inner)*y0(k*outer) - j0(k*outer)*y0(k*inner)


def annulus_k(inner, outer):
    planar = pi/(outer - inner)
    low = np.sqrt(planar**2 - 1/(4*inner**2))
    return brentq(determinant, low, planar, args=(inner, outer), xtol=1e-13)


def grid_mode(weight=None, curvature_term=0.0, points=1500):
    """Lowest mode of -(1/r)(r n')' + c n/r^2 = lambda w n on 1 < r < 2."""
    h = 1/points
    r = 1 + h*np.arange(1, points)
    w = np.ones_like(r) if weight is None else weight
    diagonal = (2/h**2 + curvature_term/r**2)/w
    off = -(r[:-1] + h/2)/(h**2*np.sqrt(r[:-1]*r[1:]*w[:-1]*w[1:]))
    values, vectors = eigh_tridiagonal(diagonal, off, select='i',
                                       select_range=(0, 0))
    density = np.abs(vectors[:, 0])/np.sqrt(r*w)
    return values[0], r, density/density.max()


# Dimensionless eigenvalue, with a = 1
x1 = annulus_k(1.0, 2.0)
grid_value, r_grid, n_grid = grid_mode()
assert abs(np.sqrt(grid_value) - x1) < 5e-6
scan = determinant(np.linspace(0.02, x1 - 1e-4, 4000), 1.0, 2.0)
assert np.all(scan*scan[0] > 0)
x2 = brentq(determinant, 6.0, 6.5, args=(1.0, 2.0))
assert x2**2 > 4*pi**2 - 0.25
assert pi**2 - 0.25 < x1**2 < pi**2 - 1/16
flat_value = grid_mode(curvature_term=0.25)[0]
assert abs(np.sqrt(flat_value) - pi) < 5e-6
shift = quad(lambda x: 0.5*np.sin(pi*(x - 1))**2/x**2, 1, 2)[0]
trial_x = np.sqrt(pi**2 - shift)
assert x1 < trial_x < x1 + 1e-3

table_x = np.array([3.12, 3.13])
table_f = determinant(table_x, 1.0, 2.0)
interpolated = table_x[0] - table_f[0]*0.01/(table_f[1] - table_f[0])
assert table_f[0]*table_f[1] < 0 and abs(interpolated - x1) < 1e-4


def mode(r):
    return j0(x1)*y0(x1*r) - y0(x1)*j0(x1*r)


peak = minimize_scalar(lambda r: -mode(r), bounds=(1.1, 1.9),
                       method='bounded', options={'xatol': 1e-9})
peak_r, peak_n = peak.x, -peak.fun
assert peak_r < 1.5 and abs(peak_r - r_grid[np.argmax(n_grid)]) < 1e-3
assert np.max(np.abs(mode(r_grid)/peak_n - n_grid)) < 1e-4
slope_in = 2/pi
slope_out = -2*j0(x1)/(2*pi*j0(2*x1))
step = 1e-5
assert abs((mode(1+step) - mode(1-step))/(2*step) - slope_in) < 1e-7
assert abs(-(mode(2+step) - mode(2-step))/(2*step) - slope_out) < 1e-7
content = quad(lambda r: r*mode(r), 1, 2)[0]
assert abs(x1**2*content - slope_in - 2*slope_out) < 1e-8
inner_share = slope_in/(slope_in + 2*slope_out)

# Argon example; rough typical inputs
a, b, length = 1.5, 3.0, 30.0
pressure, gas_K = 1.0, 300.0
reduced_mobility, electron_mobility = 1.5, 3e5
prefactor, activation = 5e-8, 15.8
peak_density, hot_gas_K = 1e12, 450.0
gap = b - a
k_coax, k_plane = annulus_k(a, b), pi/gap
assert abs(k_coax*a - x1) < 1e-9
loschmidt = const.value('Loschmidt constant (273.15 K, 101.325 kPa)')*1e-6
ion_mass = 39.95*const.atomic_mass


def balance(k, temperature):
    gas = pressure*const.torr/(const.k*temperature)*1e-6
    mobility = reduced_mobility*loschmidt/gas
    ion_T = const.k*temperature/const.e
    te = brentq(lambda t: np.log(prefactor*gas/(mobility*(t + ion_T)*k**2))
                - activation/t, 0.4, 6.0)
    return te, ion_T, gas, mobility, mobility*(te + ion_T)


te, ti, gas, mobility, diffusion = balance(k_coax, gas_K)
te_plane = balance(k_plane, gas_K)[0]
nu = diffusion*k_coax**2
linear_dte = np.log(k_plane**2/k_coax**2)/(activation/te**2 - 1/(te + ti))
assert abs((te_plane - te)/linear_dte - 1) < 0.03

# Ambipolar coefficient from the two flux equations, with n = 1 and n' = -1
flux, field = np.linalg.solve([[1, electron_mobility], [1, -mobility]],
                              [electron_mobility*te, mobility*ti])
full_diffusion = diffusion/(1 + mobility/electron_mobility)
assert abs(flux/full_diffusion - 1) < 1e-10

# Finite wall speed: D_a |n'| = u_B n at both walls
bohm = 100*np.sqrt(const.e*te/ion_mass)
delta = diffusion/bohm


def wall_determinant(k):
    inner_j = j0(k*a) + delta*k*j1(k*a)
    inner_y = y0(k*a) + delta*k*y1(k*a)
    outer_j = j0(k*b) - delta*k*j1(k*b)
    outer_y = y0(k*b) - delta*k*y1(k*b)
    return inner_j*outer_y - inner_y*outer_j


k_wall = brentq(wall_determinant, 0.8*k_coax, k_coax)
k_wall_plane = brentq(lambda k: k*np.sin(k*gap/2)
                      - np.cos(k*gap/2)/delta, 0.8*k_plane, k_plane)
nu_wall = diffusion*k_wall**2
ratio = (k_coax/k_plane)**2
wall_ratio = (k_wall/k_wall_plane)**2
assert abs(wall_ratio - ratio) < 1e-3
assert 1 - nu_wall/nu > 1 - ratio

# Drift-velocity equation, integrated as radius against v/u_B
thermal = 100*np.sqrt(8*const.k*gas_K/(pi*ion_mass))
field_scale = thermal/mobility


def falling_drive(w):
    y = abs(w)*bohm/mobility
    q = y**4/field_scale**2
    drive_field = np.sqrt((q + np.sqrt(q**2 + 4*y**4))/2)
    return np.sign(w)*drive_field/(te + ti)


def end_radius(frequency, drive):
    def slope(w, r):
        return 1/(frequency/bohm - w/r + w*drive(w))
    run = solve_ivp(slope, (-1, 1), [a], rtol=1e-8, atol=1e-10,
                    max_step=0.02)
    assert run.success
    return run.y[0, -1]


def velocity_frequency(drive):
    return brentq(lambda f: end_radius(f, drive) - b, 0.4*nu, 1.1*nu,
                  rtol=1e-9)


assert abs(velocity_frequency(lambda w: w/delta)/nu_wall - 1) < 1e-5
test_field = falling_drive(0.6)*(te + ti)
test_speed = mobility*test_field/(1 + (test_field/field_scale)**2)**0.25
assert abs(test_speed/(0.6*bohm) - 1) < 1e-10
nu_falling = velocity_frequency(falling_drive)
assert nu_falling < nu_wall

# Sheaths, three local electron Debye lengths thick
edge_density = peak_density*delta/a*np.array([slope_in, slope_out])/peak_n
debye = 100*np.sqrt(const.epsilon_0*te/(const.e*edge_density*1e6))
k_sheath = annulus_k(a + 3*debye[0], b - 3*debye[1])

# Ionization frequency proportional to 1 + n/n_peak
profile, previous = n_grid, 0.0
for _ in range(40):
    weight = 1 + profile
    value, _, profile = grid_mode(weight)
    mean_loss = value*np.sum((1 + profile)*profile*r_grid) \
        / np.sum(profile*r_grid)
    change, previous = abs(mean_loss - previous), mean_loss
assert change < 1e-6
te_hot, _, _, _, diffusion_hot = balance(k_coax, hot_gas_K)
mean_path = thermal*1e-2*ion_mass*mobility*1e-4/const.e*100


def percent(new, old):
    return 100*(new/old - 1)


print(f"lowest root ka = {x1:.6f}; second root = {x2:.4f}")
print(f"root from radial grid = {np.sqrt(grid_value):.6f}")
print(f"planar ka = {pi:.6f}; k difference = {percent(x1, pi):.3f} %")
print(f"loss frequency ratio coaxial/planar = {ratio:.5f}")
print(f"bounds on ka: {np.sqrt(pi**2-.25):.4f}, {np.sqrt(pi**2-1/16):.4f}")
for x, f in zip(table_x, table_f):
    print(f"x={x:.2f}: J0(x)={j0(x):.6f}, Y0(x)={y0(x):.6f}")
    print(f"  J0(2x)={j0(2*x):.6f}, Y0(2x)={y0(2*x):.6f}, f={f:.6f}")
print(f"linear interpolation of root = {interpolated:.5f}")
print(f"trial integral = {shift:.6f}; trial bound ka = {trial_x:.6f}")
print(f"grid ka with curvature term cancelled = {np.sqrt(flat_value):.6f}")
print(f"density peak at r/a = {peak_r:.4f}")
print(f"flux density ratio inner/outer = {slope_in/slope_out:.4f}")
print(f"share of ions to inner wall = {100*inner_share:.2f} %")
print(f"radii = {a:.1f}, {b:.1f} cm; length = {length:.0f} cm")
print(f"pressure = {pressure:.1f} Torr; gas temperature = {gas_K:.0f} K")
print(f"reduced ion mobility = {reduced_mobility:.1f} cm2/Vs")
print(f"electron mobility = {electron_mobility:.1e} cm2/Vs")
print(f"ionization prefactor = {prefactor:.1e} cm3/s")
print(f"activation energy = {activation:.1f} eV")
print(f"peak plasma density = {peak_density:.1e} cm^-3")
print(f"gas density = {gas:.4e} cm^-3; ion temperature = {ti:.5f} eV")
print(f"ion mobility = {mobility:.1f} cm2/Vs")
print(f"k coaxial = {k_coax:.4f} /cm; planar = {k_plane:.4f} /cm")
print(f"electron temperature = {te:.4f} eV")
print(f"planar minus coaxial T_e = {1000*(te_plane-te):.3f} meV")
print(f"linear estimate of that difference = {1000*linear_dte:.3f} meV")
print(f"D_a = {diffusion:.1f} cm2/s; ionization frequency = {nu:.1f} /s")
print(f"ion mean free path = {mean_path:.5f} cm")
print(f"Bohm speed = {bohm:.4e} cm/s; thermal speed = {thermal:.4e} cm/s")
print(f"wall length D_a/u_B = {delta:.5f} cm")
print(f"drift = thermal speed at {diffusion/thermal:.4f} cm from wall")
print("Changes of loss frequency from the ideal coaxial value:")
print(f"finite wall speed: {percent(nu_wall, nu):.2f} %")
print(f"wall speed and falling mobility: {percent(nu_falling, nu):.2f} %")
print(f"coaxial/planar ratio with finite wall speed = {wall_ratio:.5f}")
print(f"edge Debye lengths = {debye[0]:.5f}, {debye[1]:.5f} cm")
print(f"sheaths: {percent(k_sheath**2, k_coax**2):+.2f} %")
print(f"nonuniform ionization: {percent(mean_loss, x1**2):+.2f} %")
print(f"finite length: {100*(pi/length/k_coax)**2:+.3f} %")
print(f"finite electron mobility: {percent(full_diffusion, diffusion):.3f} %")
print(f"gas at {hot_gas_K:.0f} K: {percent(diffusion_hot, diffusion):+.1f} %")
print(f"electron temperature with hot gas = {te_hot:.4f} eV")
print("every check passed")
```

Running it gives:

```
lowest root ka = 3.123031; second root = 6.2734
root from radial grid = 3.123030
planar ka = 3.141593; k difference = -0.591 %
loss frequency ratio coaxial/planar = 0.98822
bounds on ka: 3.1015, 3.1316
x=3.12: J0(x)=-0.298005, Y0(x)=0.336065
  J0(2x)=0.210870, Y0(2x)=-0.239251, f=0.000432
x=3.13: J0(x)=-0.300916, Y0(x)=0.332512
  J0(2x)=0.215285, Y0(2x)=-0.234600, f=-0.000990
linear interpolation of root = 3.12304
trial integral = 0.116254; trial bound ka = 3.123035
grid ka with curvature term cancelled = 3.141592
density peak at r/a = 1.4650
flux density ratio inner/outer = 1.4200
share of ions to inner wall = 41.52 %
radii = 1.5, 3.0 cm; length = 30 cm
pressure = 1.0 Torr; gas temperature = 300 K
reduced ion mobility = 1.5 cm2/Vs
electron mobility = 3.0e+05 cm2/Vs
ionization prefactor = 5.0e-08 cm3/s
activation energy = 15.8 eV
peak plasma density = 1.0e+12 cm^-3
gas density = 3.2188e+16 cm^-3; ion temperature = 0.02585 eV
ion mobility = 1252.1 cm2/Vs
k coaxial = 2.0820 /cm; planar = 2.0944 /cm
electron temperature = 1.2812 eV
planar minus coaxial T_e = 1.339 meV
linear estimate of that difference = 1.338 meV
D_a = 1636.5 cm2/s; ionization frequency = 7094.0 /s
ion mean free path = 0.00207 cm
Bohm speed = 1.7591e+05 cm/s; thermal speed = 3.9874e+04 cm/s
wall length D_a/u_B = 0.00930 cm
drift = thermal speed at 0.0410 cm from wall
Changes of loss frequency from the ideal coaxial value:
finite wall speed: -2.46 %
wall speed and falling mobility: -7.92 %
coaxial/planar ratio with finite wall speed = 0.98793
edge Debye lengths = 0.00546, 0.00650 cm
sheaths: +5.02 %
nonuniform ionization: -3.51 %
finite length: +0.253 %
finite electron mobility: -0.416 %
gas at 450 K: +63.0 %
electron temperature with hot gas = 1.3813 eV
every check passed
```
